# Unbiased Integer Branching with Minimum Variance in Diffusion Monte Carlo

## A small spread of weights and a large branching noise

In a harmonic-oscillator model with a time step of 0.01 hartree$^{-1}$, the statistical weights that walkers drawn from the squared trial function acquire in one step have a variance of $2.52\times10^{-6}$. Replacing each weight by a whole number of walkers adds, on average, a variance of $1.09\times10^{-3}$ per walker. In this single step the added variance is 430 times that of the weights themselves, yet no unbiased rule with whole copies of unit weight can do better for one walker. This appendix derives the rule and its noise, and states what an implementation must respect.

In diffusion Monte Carlo, a walker at position $x$ acquires in a time step $\tau$ the weight

$$
w=e^{-\tau[E_L(x)-E_T]},
$$

where $E_L=(\hat H\psi)/\psi$ is the local energy of the trial function $\psi$ and $E_T$ is a reference energy. Some algorithms use an average of the old and new local energies. The results below hold for any real $w\ge 0$, however it was obtained.

The branching rule is

$$
n=\mathrm{int}(w+u),\qquad u \text{ uniform on } [0,1),
$$

with $u$ independent of $w$. The walker is replaced by $n$ copies at the same position, each of weight 1. If $n=0$, the walker is removed.

## Mean and variance at fixed weight

Split the weight into its integer and fractional parts:

$$
w=m+f,\qquad m=\lfloor w\rfloor,\qquad 0\le f<1 .
$$

Since $w+u\ge 0$, truncation by int is the same as taking the floor. Also $m\le w+u<m+2$, so $n$ can only be $m$ or $m+1$. The larger value occurs when $m+f+u\ge m+1$, that is, when $u\ge 1-f$. This interval of $u$ has length $f$, so

$$
P(n=m+1)=f,\qquad P(n=m)=1-f .
$$

The mean is

$$
E[n]=m(1-f)+(m+1)f=m-mf+mf+f=m+f=w .
$$

For the variance, use the shifted number $k=n-m$, which is 0 or 1. A constant shift leaves the variance unchanged. Because $k^2=k$ for these two values, $E[k^2]=E[k]=f$, and therefore

$$
\mathrm{Var}[n]=E[k^2]-(E[k])^2=f-f^2=f(1-f).
$$

For $w=1.37$ the rule gives one copy with probability 0.63 and two with probability 0.37. The mean is $0.63+2\times0.37=1.37$ and the variance is $0.37\times0.63=0.2331$.

The variance vanishes when $w$ is an integer, since nothing then has to be rounded. Its largest value, $1/4$, is reached at $f=1/2$, as follows from $f(1-f)=\tfrac14-(f-\tfrac12)^2$. A large weight thus brings no larger rounding variance than a small one with the same fractional part.

## Why no unbiased integer rule is quieter

Let $n$ now come from any rule that produces integers with $E[n]=w$ at the given $w$. Again put $k=n-m$, so that $E[k]=w-m=f$. The number $k$ is an integer, but it need not be 0 or 1. For every integer,

$$
k(k-1)\ge 0,
$$

because the product is negative only for $0<k<1$, where there is no integer. Taking the mean gives $E[k^2]\ge E[k]=f$, and hence

$$
\mathrm{Var}[n]=E[k^2]-f^2\ge f-f^2=f(1-f).
$$

If $E[k^2]$ is infinite, the bound holds trivially. Equality requires $k(k-1)=0$ with probability one, so $k$ must be 0 or 1. The condition $E[k]=f$ then fixes $P(k=1)=f$. The distribution produced by $\mathrm{int}(w+u)$ is therefore the only one that attains the minimum, although other ways of using random numbers can produce the same distribution.

Two alternatives show what each condition does:

- Drawing $n$ from a Poisson distribution of mean $w$ is unbiased, but its variance is $w$. For $w=1.37$ this is 1.37 instead of 0.2331, almost six times as much.
- Rounding to the nearest integer has no variance at fixed $w$, but turns 1.37 into 1, a bias of $-0.37$. It escapes the bound because it violates $E[n]=w$.

The minimum refers to copies of unit weight. If copies of weight $c>0$ are allowed, one can take $n=\mathrm{int}(w/c+u)$. The represented weight $cn$ has mean $c(w/c)=w$ and variance $c^2g(1-g)$, where $g$ is the fractional part of $w/c$. This is at most $c^2/4$. A smaller $c$ lowers this upper limit at the cost of more walkers.

## Why the variance is added

So far $w$ was held fixed. In a simulation it varies with the walker's position. Let $\bar w=E[w]$ and write

$$
n-\bar w=(n-w)+(w-\bar w).
$$

Squaring and averaging gives

$$
\mathrm{Var}[n]=E[(n-w)^2]+2E[(n-w)(w-\bar w)]+E[(w-\bar w)^2].
$$

In the middle term, average first over $u$ at fixed $w$. The factor $w-\bar w$ is then constant, and $E[n-w\,|\,w]=0$, so the term vanishes. In the first term, the average over $u$ gives $f(1-f)$. Thus

$$
\mathrm{Var}[n]=\mathrm{Var}[w]+E[f(1-f)].
$$

This step needs $u$ to be independent of $w$. A random number that has already been used to move the walker does not qualify in general, because the move affects the weight.

Unbiasedness also carries over to later steps under a clear condition. Suppose that each copy starting at $x$ has the expected future contribution $h(x)$ to some sum, whatever the value of $n$. The expected contribution of all copies is then $E[n]\,h(x)=w\,h(x)$, as for the original weighted walker. The copies need not evolve independently of one another for this mean to hold.

The condition fails if $E_T$ is later adjusted in response to the number of walkers, because the future weights then depend on $n$. The rounding step remains unbiased for the weight it receives, but that does not remove a bias caused by the feedback.

## Sums and ratios over a population

Let walkers $i=1,\dots,M$ have fixed weights $w_i$ and local energies $A_i$. Define

$$
N=\sum_i n_i,\quad S=\sum_i n_iA_i,\quad W=\sum_i w_i,\quad R=\frac{1}{W}\sum_i w_iA_i .
$$

Linearity gives $E[N]=W$ and $E[S]=\sum_i w_iA_i=RW$. With $v_i=f_i(1-f_i)$ and an independent $u_i$ for each walker, the variances add:

$$
\mathrm{Var}[N]=\sum_i v_i,\qquad \mathrm{Var}[S]=\sum_i A_i^2v_i .
$$

Take five walkers with these chosen values:

| $w_i$ | $A_i$ (hartree) | $v_i$ |
|---:|---:|---:|
| 0.35 | −0.70 | 0.2275 |
| 1.60 | −0.40 | 0.2400 |
| 0.90 | −0.50 | 0.0900 |
| 1.25 | −0.60 | 0.1875 |
| 2.70 | −0.45 | 0.2100 |

The total weight is $W=6.80$. The variance of the number of copies is

$$
0.2275+0.2400+0.0900+0.1875+0.2100=0.9550 .
$$

The weighted energy sum is $-3.3000$ hartree. Branching preserves this mean and gives the sum a variance of 0.2824 hartree$^2$.

The population-averaged energy is the ratio $S/N$, which is not linear in the copy numbers. To find its bias, assume $N>0$ and write $\delta N=N-W$ and $D=S-RN$. Then

$$
\frac{S}{N}-R=\frac{D}{N}=\frac{D}{W}\,\frac{1}{1+\delta N/W}
\approx\frac{D}{W}-\frac{D\,\delta N}{W^2},
$$

where terms of third and higher order in the fluctuations are dropped. The first term averages to zero, because $E[D]=RW-RW=0$. For the second, $D=\sum_i(A_i-R)n_i$. Independence leaves only the products of a walker's fluctuation with itself, so $E[D\,\delta N]=\sum_i(A_i-R)v_i$. The bias is

$$
E\!\left[\frac{S}{N}\right]-R\approx\frac{1}{W^2}\sum_i(R-A_i)v_i .
$$

In the example $R=-3.3000/6.80=-0.485294$ hartree. The sum in the numerator is 0.0438 hartree, and division by $6.80^2=46.24$ gives $9.47\times10^{-4}$ hartree. Enumeration of all outcomes gives $8.98\times10^{-4}$ hartree. The second-order formula is thus about 5.5% too large, relative to the enumerated bias. Here $N$ cannot vanish, since the integer parts alone guarantee four copies.

If typical weights and energies stay the same as the population grows, the sum grows at most in proportion to $M$, while $W^2$ grows as $M^2$. This leading bias then falls at least as fast as $1/M$. Where the weights are still available, computing $R$ from them before branching avoids this step's contribution to both the bias and the noise of the estimate.

## One random number for the whole population

The minimum derived above concerns one walker. The noise of the total can be reduced further by correlating the copy numbers. Define the cumulative weights $C_0=0$ and $C_i=C_{i-1}+w_i$, draw a single $u$ independently of the weights and their order, and set

$$
n_i=\lfloor C_i+u\rfloor-\lfloor C_{i-1}+u\rfloor .
$$

To see that each walker still follows the original rule, split $C_{i-1}+u=q+u'$ into an integer $q$ and a fractional part $u'$. Adding a constant to a uniform number and keeping the fractional part only shifts it around the unit interval, so $u'$ is again uniform. Therefore

$$
n_i=\lfloor q+u'+w_i\rfloor-q=\lfloor w_i+u'\rfloor .
$$

Each $n_i$ has mean $w_i$ and variance $v_i$, as before. In the total, however, neighbouring terms cancel:

$$
N=\lfloor W+u\rfloor-\lfloor u\rfloor=\lfloor W+u\rfloor .
$$

This is the single-walker rule applied to $W$. If $F$ is the fractional part of $W$, then $\mathrm{Var}[N]=F(1-F)\le 1/4$. Since $N$ is an integer with mean $W$, the earlier proof shows that no unbiased scheme with unit copies can give the total a smaller variance.

For the five walkers, $F=0.80$ and the variance is $0.80\times0.20=0.16$, compared with 0.955 for independent random numbers. With the walkers in the order of the table, the variance of the energy sum falls as well, from 0.2824 to 0.0658 hartree$^2$. Other orders give values between 0.020 and 0.097 hartree$^2$.

That second reduction is not guaranteed. Consider two walkers of weight $1/2$ with observable values $+1$ and $-1$. With a shared $u$, exactly one of them survives, so $S=\pm1$ with equal probability and variance 1. With independent numbers the variance is $1/4+1/4=1/2$. Sharing $u$ minimizes the noise of the population size, but can raise the noise of another sum. The ratio-bias formula above also assumed independent $u_i$ and does not apply unchanged to the shared scheme.

## Short time steps

The opening numbers follow from the behaviour of $f(1-f)$ near $w=1$. Let $d=|w-1|$.

- For $1\le w<2$, the fractional part is $f=w-1=d$.
- For $0\le w<1$, it is $f=w=1-d$.

In both cases

$$
f(1-f)=d(1-d).
$$

Here $d$ is the probability that the walker does not simply continue as one copy. A weight slightly different from 1 can be represented only by a rare event, a removal or a duplication, that changes the number of walkers by a whole unit.

Write $\Delta=E_L-E_T$ and choose $E_T=\langle E_L\rangle$, so that $\langle\Delta\rangle=0$. The angle brackets denote an average over the walkers before branching. Expanding the exponential gives $w=1-\tau\Delta+\tfrac12\tau^2\Delta^2+\dots$, and to leading order

$$
\mathrm{Var}[w]\approx\tau^2\langle\Delta^2\rangle,\qquad
\langle f(1-f)\rangle\approx\tau\langle|\Delta|\rangle .
$$

These averages require that the moments exist and that walkers with large $\tau|\Delta|$ contribute little. A finite $\langle\Delta^2\rangle$ is not enough. For the hydrogen atom with $\psi=e^{-0.9r}$, which violates the cusp condition, $E_L=-0.405-0.1/r$ and $\langle\Delta^2\rangle=0.0081$ hartree$^2$. But $w$ grows as $e^{0.1\tau/r}$ at the nucleus, and $\mathrm{Var}[w]$ is infinite for every $\tau>0$. Where the local energy diverges towards negative values, the first formula holds only after the divergence is removed or $E_L$ is bounded in the weight. The weight variance is quadratic in the time step, while the rounding variance is linear. Their ratio grows as $1/\tau$:

$$
\frac{\langle f(1-f)\rangle}{\mathrm{Var}[w]}\approx\frac{\langle|\Delta|\rangle}{\tau\langle\Delta^2\rangle}.
$$

### The oscillator

Take mass 1 and frequency 1 in atomic units, the trial function $\psi=e^{-ax^2/2}$ with $a=0.8$, and walkers distributed as $\psi^2$. This is the situation at the start of a diffusion Monte Carlo run from a variational sample. Later the walkers approach, up to time-step error, the distribution $\psi\phi_0$, where $\phi_0$ is the ground state. For walkers distributed exactly as $\psi\phi_0$, with $E_T$ reset to the mean local energy of that distribution, 0.5 hartree, the ratio at $\tau=0.01$ hartree$^{-1}$ is about 485 instead of the 431 found below. Since $\psi''=(a^2x^2-a)\psi$,

$$
E_L=-\frac{\psi''}{2\psi}+\frac{x^2}{2}=\frac a2+\frac{1-a^2}{2}x^2 .
$$

The density $\psi^2\propto e^{-ax^2}$ is Gaussian with variance $\sigma^2=1/(2a)$. Hence

$$
E_T=\frac a2+\frac{1-a^2}{4a}=0.4+0.1125=0.5125\ \text{hartree}.
$$

With $z=x/\sigma$, a standard normal variable, subtraction gives

$$
\Delta=\frac{1-a^2}{4a}(z^2-1).
$$

From $E[z^2]=1$ and $E[z^4]=3$ follows $E[(z^2-1)^2]=3-2+1=2$. The variance of the local energy is therefore $2\times0.1125^2=0.0253$ hartree$^2$.

For the mean absolute value, note that $z^2-1$ has mean zero, so its positive and negative parts contribute equally. The positive part comes from $z>1$ and $z<-1$. With the normal density $\varphi(z)=e^{-z^2/2}/\sqrt{2\pi}$,

$$
E|z^2-1|=4\int_1^\infty(z^2-1)\varphi(z)\,dz .
$$

Because $\varphi'=-z\varphi$, the derivative of $-z\varphi$ is $-\varphi+z^2\varphi=(z^2-1)\varphi$. The integral equals $\varphi(1)$, and

$$
\langle|\Delta|\rangle=\frac{1-a^2}{4a}\,4\varphi(1)=\frac{1-a^2}{a}\varphi(1)=0.1089\ \text{hartree}.
$$

At $\tau=0.01$ hartree$^{-1}$, the predicted ratio is $0.1089/(0.01\times0.0253)\approx430$, the factor from the opening. Numerical integration without the short-time expansion gives:

| $\tau$ (hartree$^{-1}$) | $\mathrm{Var}[w]$ | $\langle f(1-f)\rangle$ | ratio |
|---:|---:|---:|---:|
| 1 | $1.77\times10^{-2}$ | $8.52\times10^{-2}$ | 4.81 |
| 0.1 | $2.42\times10^{-4}$ | $1.06\times10^{-2}$ | 43.6 |
| 0.01 | $2.52\times10^{-6}$ | $1.09\times10^{-3}$ | 431 |
| 0.001 | $2.53\times10^{-8}$ | $1.09\times10^{-4}$ | 4302 |

At $\tau=1$ hartree$^{-1}$, the rounding variance is 22% below its leading-order value $\tau\langle|\Delta|\rangle$; at 0.1 it is 3% below. The next term explains the sign. Inserting the expansion of $w$ into $d-d^2$ gives $\tau\Delta-\tfrac32\tau^2\Delta^2$ for $\Delta>0$ and $\tau|\Delta|-\tfrac12\tau^2\Delta^2$ for $\Delta<0$. Both corrections are negative.

The two parts of the variance at $\tau=1$ hartree$^{-1}$ add to $0.0177+0.0852=0.1029$. A direct simulation of the branching step gives $0.1030\pm0.0002$, in agreement with this sum. These are variances for one step, and their ratio does not carry over to a whole walk. Over an imaginary time $T$ the rounding variances sum to about $T\langle|\Delta|\rangle$, whatever the time step. The local energy is correlated along the walk, so the variance of the accumulated $\ln w$ also stays finite as $\tau\to0$. For walkers that keep sampling $\psi^2$ in this model, the correlation of $\Delta$ decays as $e^{-2at}$. At $T=5$ hartree$^{-1}$ the two variances are then 0.54 and 0.14, a ratio of about 4. How the rounding noise propagates through later steps is not treated here.

The same model shows why the smaller noise of nearest-integer rounding is no advantage. At $\tau=0.1$ hartree$^{-1}$, no weight reaches 1.5, and a weight falls below 0.5 only for $|x|>6.256$ bohr, which has probability $2.5\times10^{-15}$. Practically every walker would receive one copy, and the information in the weights would be discarded.

## Conditions for an implementation

- Use a fresh $u$, independent of the weights, at every branching step. Draw one per walker for independent branching, or one for the population in the cumulative scheme.
- Give every copy weight 1 afterwards. Keeping the old weight as well would count it twice: the expected total would be $E[nw\,|\,w]=w^2$.
- Do not pass a negative weight to the rule. For $-1<w<0$, the sum $w+u$ lies between $-1$ and 1, and truncation towards zero gives $n=0$ instead of mean $w$. A signed weight can be represented by $\mathrm{int}(|w|+u)$ copies, each carrying the sign of $w$.
- Do not cap $n$ without compensation. If a cap $n_{\max}$ is sometimes exceeded, replacing $n$ by $\min(n,n_{\max})$ lowers the mean below $w$. Copies of adjustable weight can limit the number of walkers without this loss.
- If all weights are multiplied by a factor $g$ to steer the population, the rule preserves $gw$, not $w$. The factor must be recorded if the original normalization is needed.

## Computed values

```
One walker: w, mean n, variance n, least variance (lin. program)
  0.30  0.3000  0.2100  0.2100
  1.00  1.0000  0.0000  0.0000
  1.37  1.3700  0.2331  0.2331
  2.50  2.5000  0.2500  0.2500
  3.92  3.9200  0.0736  0.0736
w = 1.37: Poisson copies, mean 1.3700, variance 1.3700
w = 1.37: nearest integer 1, bias -0.37
Five walkers: weight, local energy (hartree), f(1-f)
  0.35  -0.70  0.2275
  1.60  -0.40  0.2400
  0.90  -0.50  0.0900
  1.25  -0.60  0.1875
  2.70  -0.45  0.2100
Total weight W = 6.80, mean total copies = 6.8000
Variance of total copies, independent u: 0.9550
Variance of total copies, one shared u:  0.1600
Weighted energy sum = -3.3000 hartree, mean after branching = -3.3000 hartree
Variance of energy sum, independent u: 0.28240 hartree^2
Variance of energy sum, one shared u:  0.06575 hartree^2
Weighted mean energy R = -0.485294 hartree
Mean of ratio after branching = -0.484397 hartree
Ratio bias = 0.000898 hartree, second-order formula = 0.000947 hartree
Oscillator: a = 0.8, E_T = 0.5125 hartree, Var E_L = 0.025312 hartree^2
Mean |E_L - E_T| = 0.108887 hartree
tau (1/hartree), mean w, Var w, mean f(1-f), their ratio, mean f(1-f)/tau (hartree)
  1  1.011091  1.7693e-02  8.5179e-02  4.81  0.085179
  0.1  1.000125  2.4226e-04  1.0572e-02  43.64  0.105722
  0.01  1.000001  2.5199e-06  1.0856e-03  430.80  0.108559
  0.001  1.000000  2.5301e-08  1.0885e-04  4302.34  0.108854
tau = 1: simulated Var n = 0.10299 +- 0.00021, Var w + mean f(1-f) = 0.10287
tau = 0.1: w < 1/2 only for |x| > 6.256 bohr, probability 2.5e-15
```
